# Non-uniqueness and Invariants of Plane-Wave Representations in the Interstitial Region: a program that tests the result

```python
"""
RESULT UNDER TEST
A function known only in the interstitial region I of a periodic cell has many
Fourier representations: coefficients may change by those of any function h
supported in the spheres S. Invariants depend only on the masked coefficients
  (Theta f)_G = sum_G' Theta_(G-G') c_G',  Theta = 1 in I and 0 in S.
For a finite plane-wave set the coefficients are unique but ill-conditioned.
The interstitial Coulomb potential is invariant up to a constant if the sphere
multipole moments are preserved.

SYMBOLS: a cell edge, R sphere radius, volume = a^3, G reciprocal vector,
c_G = (1/volume) * integral of f exp(-i G.r). Lengths are in nm, densities in
nm^-3, potentials in V. The single sphere is centred at the origin.
"""
import numpy as np
from scipy.constants import e as e_charge, epsilon_0
from scipy.signal import fftconvolve
from scipy.special import spherical_jn, factorial, factorial2

a, R = 0.4, 0.15
volume = a**3
n0, n1 = 50.0, 5.0
bump_height, bump_power, comp_power = 100.0, 5, 3
M = 16                                   # largest integer index per axis
unit_k = 2 * np.pi / a
coulomb = e_charge / epsilon_0 * 1e9     # V nm


def reciprocal_grid(m_max):
    k = unit_k * np.arange(-m_max, m_max + 1)
    return np.meshgrid(k, k, k, indexing="ij")


def bump_coefficients(p, g_abs):
    """Fourier coefficients of (1-r^2/R^2)^p inside the sphere, 0 outside."""
    x = np.asarray(g_abs, dtype=float) * R
    safe = np.where(x == 0, 1.0, x)
    ratio = np.where(x == 0, 1 / factorial2(2 * p + 3),
                     spherical_jn(p + 1, safe) / safe**(p + 1))
    return 4 * np.pi * R**3 / volume * 2**p * factorial(p) * ratio


def step_coefficients(m_max):
    gx, gy, gz = reciprocal_grid(m_max)
    theta = -bump_coefficients(0, np.sqrt(gx**2 + gy**2 + gz**2))
    theta[m_max, m_max, m_max] += 1
    return theta


# Direct quadrature: six pyramids from the centre to the cell faces,
# each cut by the sphere surface into an inner and an outer part.
nodes, weights = np.polynomial.legendre.leggauss(24)


def integrate(func, region):
    t, u, v = np.meshgrid(nodes, nodes, nodes, indexing="ij")
    w = np.einsum("i,j,k->ijk", weights, weights, weights)
    surface = R / np.sqrt(1 + u**2 + v**2)
    if region == "interstitial":
        low, high = surface, a / 2
    else:
        low, high = 0.0, surface
    s = low + (high - low) * (t + 1) / 2
    w = (w * (high - low) / 2 * s**2).ravel()
    total = 0.0
    for axis in range(3):
        for sign in (1, -1):
            point = [None] * 3
            point[axis] = (sign * s).ravel()
            point[(axis + 1) % 3] = (s * u).ravel()
            point[(axis + 2) % 3] = (s * v).ravel()
            total += np.sum(w * func(*point))
    return total


def density(x, y, z):
    return n0 - n1 * (np.cos(unit_k*x) + np.cos(unit_k*y) + np.cos(unit_k*z))


def bump(x, y, z):                       # used only inside the sphere
    return bump_height * (1 - (x**2 + y**2 + z**2) / R**2)**bump_power


def density_gradient_squared(x, y, z):
    return (n1 * unit_k)**2 * (np.sin(unit_k*x)**2 + np.sin(unit_k*y)**2
                              + np.sin(unit_k*z)**2)


def smooth_coefficients(m_max):
    c = np.zeros((2 * m_max + 1,) * 3)
    c[m_max, m_max, m_max] = n0
    for axis in range(3):
        for shift in (-1, 1):
            index = [m_max] * 3
            index[axis] += shift
            c[tuple(index)] = -n1 / 2
    return c


def synthesize(c, point):
    k = unit_k * np.arange(-M, M + 1)
    px, py, pz = (np.exp(1j * k * coordinate) for coordinate in point)
    return (((c @ pz) @ py) @ px).real


def masked(theta, c):
    return fftconvolve(theta, c, mode="valid")


def gradient_form(theta, c, grid):
    return volume * sum(np.sum(g * c * masked(theta, g * c)) for g in grid)


grid = reciprocal_grid(M)
g_abs = np.sqrt(sum(g**2 for g in grid))
theta = step_coefficients(2 * M)
coef_a = smooth_coefficients(M)
coef_h = bump_height * bump_coefficients(bump_power, g_abs)
coef_b = coef_a + coef_h

print(f"cell edge {a} nm, sphere radius {R} nm, volume {volume:.4f} nm^3")
print(f"density parameters n0 = {n0}, n1 = {n1} nm^-3")
print(f"bump height {bump_height} nm^-3, power {bump_power}; index cutoff {M}")
print(f"sphere volume fraction {4*np.pi*R**3/(3*volume):.5f}")

# Analytic coefficients against quadrature.
for m in [(0, 0, 0), (1, 0, 0), (1, 2, 0), (3, 1, 2)]:
    def wave(x, y, z, m=m):
        return np.cos(unit_k * (m[0]*x + m[1]*y + m[2]*z))
    theta_direct = integrate(wave, "interstitial") / volume
    assert abs(theta_direct - theta[tuple(2*M + i for i in m)]) < 1e-10
    h_direct = integrate(lambda x, y, z: bump(x, y, z) * wave(x, y, z),
                         "sphere") / volume
    assert abs(h_direct - coef_h[tuple(M + i for i in m)]) < 1e-9

# Same interstitial values, different sphere values (truncated series for B).
outside = [(0.2, 0.2, 0.2), (0.2, 0.0, 0.0), (0.16, 0.05, 0.02),
           (0.1, 0.12, 0.08)]
for point in outside:
    assert abs(synthesize(coef_b, point) - density(*point)) < 5e-3
centre_a, centre_b = (synthesize(c, (0, 0, 0)) for c in (coef_a, coef_b))
assert abs(centre_b - centre_a - bump_height) < 0.05
p = outside[3]
print(f"density at {p} nm: A {synthesize(coef_a, p):.3f}, "
      f"B {synthesize(coef_b, p):.3f} nm^-3")
print(f"density at sphere centre: A {centre_a:.2f}, B {centre_b:.2f} nm^-3")

# Masked coefficients are invariant, bare coefficients are not.
masked_a, masked_b = masked(theta, coef_a), masked(theta, coef_b)
for m in [(0, 0, 0), (1, 0, 0), (1, 1, 0)]:
    i = tuple(M + j for j in m)
    direct = integrate(lambda x, y, z: density(x, y, z) * np.cos(
        unit_k * (m[0]*x + m[1]*y + m[2]*z)), "interstitial") / volume
    assert abs(masked_a[i] - direct) < 1e-9
    assert abs(masked_b[i] - direct) < 1e-4
    assert abs(coef_b[i] - coef_a[i]) > 0.1
    print(f"G index {m}: bare A {coef_a[i]:.4f}, B {coef_b[i]:.4f}; "
          f"masked A {masked_a[i]:.4f}, B {masked_b[i]:.4f} nm^-3")
centre_index = (M, M, M)
print(f"interstitial electrons: A {volume*masked_a[centre_index]:.5f}, "
      f"B {volume*masked_b[centre_index]:.5f}")
print(f"whole-cell electrons: A {volume*coef_a[centre_index]:.5f}, "
      f"B {volume*coef_b[centre_index]:.5f}")

# Quadratic invariant and the non-invariant whole-cell norm.
square_direct = integrate(lambda *r: density(*r)**2, "interstitial")
square_a = volume * np.sum(coef_a * masked_a)
square_b = volume * np.sum(coef_b * masked_b)
assert abs(square_a - square_direct) < 1e-8
assert abs(square_b - square_direct) < 1e-3
norm_a, norm_b = (volume * np.sum(c**2) for c in (coef_a, coef_b))
sphere_a = integrate(lambda *r: density(*r)**2, "sphere")
sphere_b = integrate(lambda *r: (density(*r) + bump(*r))**2, "sphere")
assert abs(norm_a - square_direct - sphere_a) < 1e-8
assert abs(norm_b - square_direct - sphere_b) < 1e-4
print(f"interstitial integral of n^2: direct {square_direct:.4f}, "
      f"A {square_a:.4f}, B {square_b:.4f} nm^-3")
print(f"whole-cell integral of n^2: A {norm_a:.4f}, B {norm_b:.4f} nm^-3")

# Gradient integral: invariant for smooth B, divergent for a jump at R.
grad_direct = integrate(density_gradient_squared, "interstitial")
grad_a = gradient_form(theta, coef_a, grid)
grad_b = gradient_form(theta, coef_b, grid)
assert abs(grad_a / grad_direct - 1) < 1e-9
assert abs(grad_b / grad_direct - 1) < 3e-4      # finite cutoff of B
print(f"interstitial integral of |grad n|^2: direct {grad_direct:.2f}, "
      f"A {grad_a:.2f}, B {grad_b:.2f} nm^-5")
jump_values = []
for m_max in (8, 16):
    small_grid = reciprocal_grid(m_max)
    length = np.sqrt(sum(g**2 for g in small_grid))
    c_jump = (smooth_coefficients(m_max)
              + bump_height * bump_coefficients(0, length))
    jump_values.append(gradient_form(step_coefficients(2*m_max), c_jump,
                                     small_grid))
    print(f"same with a jump of {bump_height} nm^-3 at R, cutoff {m_max}: "
          f"{jump_values[-1]:.4e} nm^-5")
assert jump_values[1] > 1.6 * jump_values[0] > 10 * grad_direct

# Finite plane-wave sets: independent, but nearly dependent on I.
lowest = []
for radius in (2, 3, 4, 5):
    r = np.arange(-radius, radius + 1)
    m = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
    m = m[np.sum(m**2, axis=1) <= radius**2]
    d = m[:, None, :] - m[None, :, :] + 2 * M
    overlap = theta[d[..., 0], d[..., 1], d[..., 2]]
    values, vectors = np.linalg.eigh(overlap)
    lowest.append(values[0])
    assert 1e-12 < values[0] and values[-1] < 1 + 1e-12
    print(f"index radius {radius}: {len(m)} plane waves, "
          f"lowest overlap eigenvalue {values[0]:.4e}")
    if radius == 3:
        def near_null(x, y, z, m=m, vector=vectors[:, 0]):
            phase = unit_k * (np.outer(x, m[:, 0]) + np.outer(y, m[:, 1])
                              + np.outer(z, m[:, 2]))
            return np.abs(np.exp(1j * phase) @ vector)**2
        share_out = integrate(near_null, "interstitial") / volume
        share_in = integrate(near_null, "sphere") / volume
        assert abs(share_out - values[0]) < 1e-9
        assert abs(share_out + share_in - 1) < 1e-9
        print(f"  its eigenvector: norm share in I {share_out:.4e}, "
              f"in S {share_in:.6f} (direct quadrature)")
assert all(x > y for x, y in zip(lowest, lowest[1:]))
assert lowest[-1] < 1e-3 * lowest[0]


# Coulomb potential of a change in electron density, zero cell average.
def potential(c):
    squared = np.where(g_abs == 0, 1.0, g_abs**2)
    return np.where(g_abs == 0, 0.0, -coulomb * c / squared)


comp_shape = bump_coefficients(comp_power, g_abs)
factor = coef_h[centre_index] / comp_shape[centre_index]
neutral = coef_h - factor * comp_shape
raw = np.array([synthesize(potential(coef_h), p) for p in outside])
fixed = np.array([synthesize(potential(neutral), p) for p in outside])
second_moment = integrate(lambda x, y, z: (x**2 + y**2 + z**2) * (
    bump(x, y, z) - factor * (1 - (x**2+y**2+z**2)/R**2)**comp_power),
    "sphere")
constant = -coulomb * second_moment / (6 * volume)
assert np.ptp(raw) > 0.1
assert np.max(np.abs(fixed - constant)) < 2e-5
assert abs(constant) > 1e-3
bump_electrons = integrate(bump, "sphere")
print(f"electrons in bump {bump_electrons:.5f}; compensator power "
      f"{comp_power}, height {factor:.4f} nm^-3")
for point, v_raw, v_fixed in zip(outside, raw, fixed):
    print(f"potential change at {point} nm: raw {v_raw:.5f} V, "
          f"compensated {v_fixed:.5f} V")
print(f"second moment of compensated change {second_moment:.4e} nm^2")
print(f"predicted constant shift {constant:.5f} V")

# Dipolar change R*d/dz of the same radial functions.
dipole_raw = np.array([synthesize(potential(1j*grid[2]*R*coef_h), p)
                       for p in outside])
dipole_fixed = np.array([synthesize(potential(1j*grid[2]*R*neutral), p)
                         for p in outside])
assert np.max(np.abs(dipole_raw)) > 0.05
assert np.max(np.abs(dipole_fixed)) < 2e-4       # finite cutoff
print(f"dipolar change, largest |potential| at these points: raw "
      f"{np.max(np.abs(dipole_raw)):.4f} V, compensated "
      f"{np.max(np.abs(dipole_fixed)):.1e} V")

print("ALL CHECKS PASSED")
```

Output:

```
cell edge 0.4 nm, sphere radius 0.15 nm, volume 0.0640 nm^3
density parameters n0 = 50.0, n1 = 5.0 nm^-3
bump height 100.0 nm^-3, power 5; index cutoff 16
sphere volume fraction 0.22089
density at (0.1, 0.12, 0.08) nm: A 50.000, B 50.000 nm^-3
density at sphere centre: A 35.00, B 135.00 nm^-3
G index (0, 0, 0): bare A 50.0000, B 51.8831; masked A 40.7587, B 40.7587 nm^-3
G index (1, 0, 0): bare A -2.5000, B -0.9383; masked A -7.4229, B -7.4229 nm^-3
G index (1, 1, 0): bare A 0.0000, B 1.2895; masked A -2.1636, B -2.1636 nm^-3
interstitial electrons: A 2.60856, B 2.60856
whole-cell electrons: A 3.20000, B 3.32052
interstitial integral of n^2: direct 137.5539, A 137.5539, B 137.5539 nm^-3
whole-cell integral of n^2: A 162.4000, B 176.4367 nm^-3
interstitial integral of |grad n|^2: direct 457.62, A 457.62, B 457.61 nm^-5
same with a jump of 100.0 nm^-3 at R, cutoff 8: 6.9759e+04 nm^-5
same with a jump of 100.0 nm^-3 at R, cutoff 16: 1.3902e+05 nm^-5
index radius 2: 33 plane waves, lowest overlap eigenvalue 2.4175e-02
index radius 3: 123 plane waves, lowest overlap eigenvalue 3.0942e-04
  its eigenvector: norm share in I 3.0942e-04, in S 0.999691 (direct quadrature)
index radius 4: 257 plane waves, lowest overlap eigenvalue 6.5946e-06
index radius 5: 515 plane waves, lowest overlap eigenvalue 8.6395e-08
electrons in bump 0.12052; compensator power 3, height 55.9441 nm^-3
potential change at (0.2, 0.2, 0.2) nm: raw 0.32236 V, compensated 0.00929 V
potential change at (0.2, 0.0, 0.0) nm: raw 0.01606 V, compensated 0.00929 V
potential change at (0.16, 0.05, 0.02) nm: raw -0.00731 V, compensated 0.00929 V
potential change at (0.1, 0.12, 0.08) nm: raw 0.06813 V, compensated 0.00929 V
second moment of compensated change -1.9721e-04 nm^2
predicted constant shift 0.00929 V
dipolar change, largest |potential| at these points: raw 0.3118 V, compensated 3.4e-07 V
ALL CHECKS PASSED
```
